# Vapour-pressure reduction above a concave water meniscus of 5 nm radius

## Problem

After a wet clean, rinse water remains in nanometre pores of a dielectric film on a silicon wafer. The water surface in a pore is a concave meniscus: a piece of a sphere of radius $r=5.0$ nm, with the vapour on the hollow side. The temperature is 25 degrees Celsius, $T=298.15$ K. Use these rounded values for water:

- surface tension $\gamma=72.0$ mN/m,
- molar volume of the liquid $V_m=18.0$ cm³/mol,
- vapour pressure over a flat surface $p_0=24.0$ Torr.

(a) Find the pressure difference between vapour and liquid across the meniscus.

(b) Derive the Kelvin equation for the equilibrium vapour pressure $p$ at the meniscus.

(c) Calculate the reduction $p_0-p$, in Torr and as a percentage of $p_0$.

(d) How does the answer change for a meniscus in a long trench, for a convex drop, and for a pore whose wall is only partly wetted?

(e) Estimate the largest effects left out, and say how many digits of the answer can be kept.

Treat the vapour as an ideal gas and the liquid as incompressible. Take the temperature as uniform and $\gamma$ as independent of curvature. Part (e) examines these assumptions.

## Solution

### (a) The pressure jump

Let $p$ be the pressure of the vapour at the meniscus and $p_l$ that of the liquid just behind it. The centre of the sphere lies on the vapour side.

Take a patch of the meniscus with area $A$ and move every point of it a small distance $\delta$ along the normal, away from the centre and into the liquid. The patch now lies on a sphere of radius $r+\delta$. Its angular size is unchanged, so its area scales as the square of the radius:

$$
A'=A\left(1+\frac{\delta}{r}\right)^2 = A+\frac{2A\delta}{r}+O(\delta^2).
$$

To first order, the area grows by $dA=2A\delta/r$, and the vapour gains the volume $dV=A\delta$ that the liquid loses. Hence

$$
\frac{dA}{dV}=\frac{2}{r}.
$$

The edge of the patch moves at right angles to the surface, while the neighbouring surface pulls on it along the surface. That pull therefore does no work. In equilibrium, the net work of the two pressures must equal the energy of the new surface:

$$
(p-p_l)\,dV=\gamma\,dA
\quad\Longrightarrow\quad
p-p_l=\frac{2\gamma}{r}.
$$

This is the Young–Laplace equation for a sphere. The liquid has the lower pressure. With the given numbers,

$$
\frac{2\gamma}{r}=\frac{2\times0.0720\ \text{N/m}}{5.0\times10^{-9}\ \text{m}}
=2.88\times10^{7}\ \text{Pa}=28.8\ \text{MPa}.
$$

The vapour pressure is only 24 Torr or less, so $p_l$ is negative: the water is under tension. The same suction pulls on the pore walls, which is why drying can deform a soft porous film.

The ratio $dA/dV$ can be checked with a different displacement, in which the rim stays fixed and the cap bulges further. A spherical cap with rim radius $b$ and depth $h$ has

$$
A=\pi(b^2+h^2),\qquad V=\frac{\pi h}{6}(3b^2+h^2),\qquad r=\frac{b^2+h^2}{2h}.
$$

Differentiating at fixed $b$ gives $dA/dh=2\pi h$ and $dV/dh=\pi(b^2+h^2)/2$, so

$$
\frac{dA}{dV}=\frac{4h}{b^2+h^2}=\frac{2}{r}.
$$

For $b=4$ nm and $h=2$ nm the radius is 5 nm and the ratio is $8/20=0.4$ nm⁻¹, which is $2/r$ as required.

### (b) The Kelvin equation

Molecules pass between liquid and vapour until the chemical potential $\mu$ is the same in both. At fixed temperature, the chemical potential per mole changes with pressure as $d\mu=V\,dP$, where $V$ is the molar volume of the phase and $P$ its own pressure.

Start from water with a flat surface. There both phases have the pressure $p_0$ and the same chemical potential $\mu_0$. Now bring each phase to its pressure at the meniscus.

For the incompressible liquid, $V_m$ is constant:

$$
\mu_l=\mu_0+\int_{p_0}^{p_l}V_m\,dP=\mu_0+V_m(p_l-p_0).
$$

For the ideal vapour, the molar volume is $RT/P$, with $R$ the gas constant:

$$
\mu_v=\mu_0+\int_{p_0}^{p}\frac{RT}{P}\,dP=\mu_0+RT\ln\frac{p}{p_0}.
$$

Set $\mu_v=\mu_l$ and insert $p_l=p-2\gamma/r$ from part (a):

$$
RT\ln\frac{p}{p_0}=V_m(p-p_0)-\frac{2\gamma V_m}{r}.
$$

The first term on the right contains a change of vapour pressure, which is at most 24 Torr here. The second contains the suction of 28.8 MPa. Dropping the first term gives the Kelvin equation for a concave sphere:

$$
\boxed{\ \ln\frac{p}{p_0}=-\frac{2\gamma V_m}{rRT}\ }
$$

The minus sign comes from the lowered liquid pressure. Suction lowers the chemical potential of the liquid, and the vapour must be thinner to match it. How large a relative change of $p$ this takes depends on the ratio of the work $2\gamma V_m/r$ to $RT$.

**The same result from a tall column.** Imagine a capillary standing in a dish of water, in a closed space at uniform temperature. The water rises to a height $H$, where its meniscus has radius $r$. Both phases are in hydrostatic equilibrium. With liquid density $\rho=M/V_m$, where $M$ is the molar mass, and gravitational acceleration $g$,

$$
p_l(H)=p_0-\rho gH .
$$

The vapour has density $PM/(RT)$, so $dP/dz=-PMg/(RT)$ and

$$
p(H)=p_0\,e^{-MgH/RT}.
$$

Take the logarithm of the second relation and replace $M$ by $\rho V_m$. The first relation gives $\rho gH=p_0-p_l$, so

$$
RT\ln\frac{p}{p_0}=-V_m\rho gH=V_m(p_l-p_0).
$$

This is the equality of chemical potentials again, now obtained from mechanics and the gas law. If the vapour pressure at the meniscus differed from that of the surrounding vapour at the same height, water would circulate forever through the column at one temperature, which the second law forbids.

For $r=5$ nm and $M=18.0$ g/mol, so that $\rho=1000$ kg/m³, the column would be 2.94 km high. Numerical integration of the two pressures up to the height where they differ by $2\gamma/r$ gives $p/p_0=0.811294$. The Kelvin equation gives 0.811298. The difference in the last digit is the dropped term $V_m(p-p_0)$.

### (c) The reduction

The product $RT$ is 2479.0 J/mol. The work done by the suction on one mole of liquid is

$$
\frac{2\gamma}{r}V_m=(2.88\times10^{7}\ \text{Pa})(18.0\times10^{-6}\ \text{m}^3/\text{mol})
=518.4\ \text{J/mol}.
$$

The exponent, called $x$ from here on, is

$$
x=\frac{2\gamma V_m}{rRT}=\frac{518.4}{2479.0}=0.2091 .
$$

Therefore

$$
\frac{p}{p_0}=e^{-0.2091}=0.8113,\qquad
p=0.8113\times24.0\ \text{Torr}=19.47\ \text{Torr},
$$

$$
p_0-p=24.0-19.47=4.53\ \text{Torr}\quad(604\ \text{Pa}).
$$

The vapour pressure is lowered by 18.9 % of its flat-surface value.

In terms of drying, the meniscus is in equilibrium with air of about 81 % relative humidity. In this model, a filled pore whose meniscus has this radius as it recedes keeps its water at higher humidity and loses it at lower humidity.

The exponential should be kept. Expanding it gives

$$
1-e^{-x}=x-\frac{x^2}{2}+\frac{x^3}{6}-\dots
$$

The first term alone would give 20.9 %, two percentage points too much. The second term, $-x^2/2=-0.022$, slightly overcorrects this, and the third, $x^3/6=0.0015$, brings the sum back to 18.9 %.

For large radii $x$ is small and the reduction falls as $1/r$: it is 2.1 % at 50 nm and 1.0 % at 100 nm. For small radii the reduction grows more slowly than $1/r$, since $p$ cannot fall below zero. At 2 nm it is 40.7 %, while the linear term would give $0.2091\times5/2=52\ \%$.

### (d) Other shapes and partial wetting

**Trench.** Between two long parallel walls the meniscus is part of a cylinder, curved in one direction and straight in the other. When a patch moves outward by $\delta$, only one of its two dimensions is stretched, so $dA=A\delta/r$ and $dA/dV=1/r$. The pressure jump is $\gamma/r$, and

$$
\ln\frac{p}{p_0}=-\frac{\gamma V_m}{rRT}=-\frac{0.2091}{2}.
$$

The reduction is 9.9 % at $r=5$ nm. This equals the value for a sphere of 10 nm radius, because the two exponents are the same. The shape of the meniscus must therefore be known before a radius is put into the formula.

**Drop.** For a convex surface the liquid is on the inside, and its pressure is higher than that of the vapour by $2\gamma/r$. The sign of the exponent changes:

$$
\frac{p}{p_0}=e^{+0.2091},
$$

an increase of 23.3 %. This is larger than the 18.9 % reduction because the term $x^2/2$ adds to the increase and subtracts from the reduction.

**Partly wetted pore.** Let a round pore have radius $a$, and let the water meet its wall at contact angle $\theta<90^\circ$, measured through the liquid. At the wall, the normal to the meniscus makes the angle $\theta$ with the pore radius. The distance from the axis to the wall is then $a=r\cos\theta$, so

$$
r=\frac{a}{\cos\theta}.
$$

The meniscus radius equals the pore radius only for $\theta=0$. With $a=5$ nm and $\theta=60^\circ$ the meniscus radius is 10 nm, and the reduction is 9.9 % instead of 18.9 %.

An energy argument confirms this rule without using the shape of the meniscus. Put $N$ moles of water into a closed chamber of volume $V$ that contains such pores. Let $n$ moles be liquid in the pores and $N-n$ moles vapour. By Young's equation, wetting a unit area of dry wall changes the surface energy by $-\gamma\cos\theta$. Liquid of volume $nV_m$ wets a wall area $2nV_m/a$, since a cylinder has wall area $2/a$ per unit volume. The area of the meniscus itself stays constant as it moves along the pore.

The Helmholtz energy of a phase is $\mu$ times its amount, minus pressure times volume. For the vapour the second part is $(N-n)RT$. The Helmholtz energy of the incompressible liquid does not depend on its pressure, so it may be evaluated at $p_0$. Apart from the constant $N\mu_0$, the total is

$$
F(n)=(N-n)RT\left[\ln\frac{p}{p_0}-1\right]-n\,p_0V_m-\frac{2\gamma\cos\theta}{a}\,nV_m,
$$

$$
p=\frac{(N-n)RT}{V-nV_m}.
$$

The logarithm of $p$ changes with $n$ as

$$
\frac{d\ln p}{dn}=-\frac{1}{N-n}+\frac{V_m}{V-nV_m}.
$$

Multiplied by $(N-n)RT$, this gives $-RT+pV_m$. The derivative of the prefactor $(N-n)$ contributes $-RT\ln(p/p_0)+RT$. The terms $\pm RT$ cancel, and

$$
\frac{dF}{dn}=-RT\ln\frac{p}{p_0}+V_m(p-p_0)-\frac{2\gamma\cos\theta}{a}V_m .
$$

Setting this to zero reproduces the equilibrium condition of part (b), with $1/r=\cos\theta/a$. It is a minimum, because a second differentiation gives

$$
\frac{d^2F}{dn^2}=\frac{(RT-pV_m)^2}{(N-n)RT}>0 .
$$

A numerical minimisation of $F$ for $a=2.50$ nm and $\theta=60^\circ$, for which $r=5.0$ nm, gives $p/p_0=0.811294$, in agreement with the column.

### (e) What was left out

Each estimate below changes one assumption and holds the rest fixed. A positive shift means a larger reduction; shifts are in percentage points of $p_0$.

**The dropped pressure term.** Its size is $V_m(p_0-p)=(18.0\times10^{-6})(604)=0.011$ J/mol, against 518.4 J/mol. It shifts the reduction by 0.0004 points.

**Stretching of the liquid.** Under tension the molar volume grows. With a rough compressibility $\kappa=0.45$ GPa⁻¹, the growth at full suction is $\kappa\times28.8\ \text{MPa}=1.3\ \%$. The suction builds up from zero in the integral for $\mu_l$, so the average growth is half of this. The shift is $+0.11$ points.

**Non-ideal vapour.** With a second virial coefficient $B$ of roughly $-1200$ cm³/mol, the molar volume of the vapour becomes $RT/P+B$. This adds $B(p-p_0)$ to the left side of the equilibrium condition. The shift is $+0.02$ points.

**Curvature dependence of $\gamma$.** At nanometre radii the surface tension may differ from its flat value by a fraction of order $2\ell/r$, where $\ell$ is a length of molecular size or less. Taking $\ell=0.1$ nm as a rough magnitude, with the sign left open, gives $\pm4\ \%$ in $\gamma$ and $\pm0.7$ points in the reduction. This is the largest of the shifts estimated here for a meniscus of given radius and uniform temperature. The fraction grows as $1/r$ and reaches 10 % at 2 nm, so the formula becomes unreliable as the radius approaches molecular size.

**Air.** Air at one atmosphere presses on the liquid and raises its chemical potential. With ideal gases and dissolved air neglected, this raises both $p$ and $p_0$ by 0.07 %, and the ratio is unaffected. In real moist air the attraction between air and water molecules in the gas is the larger effect, and the total rise is about 0.4 %. It acts almost equally on $p$ and $p_0$: the shift from the non-ideal vapour grows only from $+0.02$ to about $+0.04$ points. If the total gas pressure is the same over the flat and the curved surface, the small term $V_m(p-p_0)$ is also absent.

**Cooling.** Evaporation takes heat from the water. For a constant latent heat $L$, the Clausius–Clapeyron relation $d\ln p_0/dT=L/(RT^2)$ integrates to

$$
\ln\frac{p_0(T')}{p_0(T)}=-\frac{L}{R}\left(\frac1{T'}-\frac1T\right).
$$

Setting the left side to $-x$ gives the temperature $T'$ at which flat water has the vapour pressure of our meniscus:

$$
\frac{1}{T'}=\frac1T+\frac{xR}{L}.
$$

With $L=44$ kJ/mol, $T'$ lies 3.5 K below $T$. A few kelvin of cooling during fast drying thus matter as much as the curvature. The calculated value belongs to slow drying or to equilibrium.

**Cavitation.** Water under tension can lower its energy by opening a large bubble. In the bulk liquid, a bubble of radius $s$ filled with vapour at pressure $p$ costs

$$
W(s)=4\pi s^2\gamma-\frac{4\pi s^3}{3}\,\frac{2\gamma}{r}.
$$

The derivative $8\pi\gamma s(1-s/r)$ vanishes at $s=r$. The critical bubble has the same radius as the meniscus, because both balance the same pressure difference. The barrier is

$$
W(r)=4\pi\gamma r^2\left(1-\frac23\right)=\frac{4\pi\gamma r^2}{3},
$$

which is about 1800 times the thermal energy $k_BT$, with $k_B$ the Boltzmann constant. In this classical estimate, spontaneous bubbles in bulk water can be ignored: the barrier falls to 50–70 $k_BT$ only at tensions of about 150–170 MPa. The estimate is no guarantee for real water, which in many experiments, even when purified, cavitates at tensions of about 20–30 MPa, comparable to the suction here. Poorly wetted spots or trapped gas can lower the barrier, and this estimate does not cover them.

**The real film.** The pores of a real film may be narrower than assumed here. At a given contact angle below $90^\circ$, smaller pores give a stronger reduction and a less certain one. Perfect wetting may also fail. The example with $\theta=60^\circ$ showed that partial wetting can halve the effect. On a water-repelling wall, with $\theta>90^\circ$, the liquid surface is convex and the vapour pressure is raised instead. A wetted wall may instead carry an adsorbed film. If the *pore* radius is 5 nm and the film is about 0.5 nm thick, the meniscus radius is 4.5 nm and the reduction becomes 20.7 %. This estimate changes the radius alone and leaves out the attraction between the wall and the water. An attraction strong enough to hold such a film can add a further one to two points, and it makes the meniscus deviate from a sphere near the wall.

For a spherical meniscus whose radius really is 5 nm, at uniform temperature, these estimates support two digits: **the vapour pressure is lowered by about 19 %, or about 4.5 Torr (600 Pa)**, with an uncertainty of the order of one percentage point. The numerical output lists the values used.

## Computed values

```
INPUTS (water values rounded)
temperature                        298.15 K
meniscus radius                    5.0 nm
surface tension                    72.0 mN/m
molar volume of liquid             18.0 cm3/mol
flat-surface vapour pressure       24.0 Torr
RESULT, concave sphere
gas constant times temperature     2479.0 J/mol
suction 2 gamma/r                  28.8 MPa
suction times molar volume         518.4 J/mol
exponent 2 gamma Vm/(r R T)        0.2091
ratio p/p0                         0.8113
vapour pressure at meniscus        19.47 Torr
reduction p0 - p                   4.53 Torr
reduction p0 - p, converted        604 Pa
relative reduction                 18.9 %
linear estimate of reduction       20.9 %
CHECKS BY OTHER ROADS
p/p0 from isothermal column        0.811294
p/p0 from free-energy minimum      0.811294
p/p0 from Kelvin equation          0.811298
height of the column               2.94 km
pore radius in free-energy test    2.50 nm
contact angle in that test         60 deg
OTHER SHAPES AND RADII
trench (cylinder, 5 nm) reduction  9.9 %
convex drop (5 nm) increase        23.3 %
concave sphere   2 nm, reduction  40.7 %
concave sphere  10 nm, reduction  9.9 %
concave sphere  50 nm, reduction  2.1 %
concave sphere 100 nm, reduction  1.0 %
NEGLECTED EFFECTS (rough inputs; shifts of the reduction)
dropped pressure term              +0.00036 % points
compressibility used               0.45 1/GPa
stretching of the liquid           +0.11 % points
second virial coefficient used     -1200 cm3/mol
non-ideal vapour                   +0.024 % points
curvature length used              0.1 nm
tension change from curvature      +/-4 %
shift if tension is raised         +0.68 % points
shift if tension is lowered        -0.68 % points
air at 1 atm raises p and p0 by    0.074 %
adsorbed film thickness used       0.5 nm
reduction if PORE radius is 5 nm   20.7 %
latent heat used                   44 kJ/mol
cooling with same effect on p0     3.47 K
critical bubble radius             5.00 nm
bubble barrier over kT             1832
```
